\section*{Breit's bound-electron g factor and its order-α² many-electron counterpart, part 1}

(Sections cited here and not found follow in the second part.)

\section{One electron: Breit's formula and its leading correction}

\subsection{The failure of the value 2}

An atom in an S state has no orbital angular momentum. If its magnetic moment is therefore taken to be that of free Dirac spins, the predicted g factor is 2 whatever the nuclear charge. For a 1s electron bound to a point nucleus of charge $Z=80$ the Dirac equation gives 1.749 instead, about 12.5\% less than 2; a nucleus of realistic size raises this by about $4\times10^{-4}$. In a light atom the shift is small, but a partial account of it still misleads. For lithium in the mean-field approximation used below, the relativistic kinetic correction alone gives $g-2=-22.2\times10^{-6}$, whereas all corrections of the same order, evaluated in that same approximation, give $-15.1\times10^{-6}$. The missing terms arise because the external vector potential also enters the spin-orbit couplings.

\subsection{Assumptions and statement}

The nucleus is a fixed point charge without spin. The electrons are Dirac particles without radiative corrections, so a free electron has $g=2$. The uniform field $\mathbf B=B\hat{\mathbf z}$ is weak, and energies linear in $B$ are sought. Atomic units are used: $\hbar=m=e=1$, the electron charge is $-1$, the speed of light is $c=1/\alpha$, and the Bohr magneton is $\mu_B=1/2$. The vector potential is $\mathbf A=\tfrac12\mathbf B\times\mathbf r$, and the mechanical momentum is $\boldsymbol\pi=\mathbf p+\mathbf A$. The g factor is defined by
\begin{equation}
\Delta E=g\mu_BBM=\tfrac12gBM,
\end{equation}
where $M$ is the projection of the total angular momentum.

\paragraph{Theorem 1 (Breit).} For a 1s electron with $0<Z\alpha<1$,
\begin{equation}
g=\frac{2(1+2\gamma)}3,\qquad \gamma=\sqrt{1-Z^2\alpha^2}.
\label{breit}
\end{equation}

\subsection{The energy shift of a Dirac s state}

With the rest energy subtracted, the Dirac equation for upper and lower components $u$ and $l$ is
\begin{align}
Vu+c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,l&=\varepsilon u,\nonumber\\
c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,u+(V-2c^2)l&=\varepsilon l.
\label{dirac}
\end{align}
For an s state in a central potential at $B=0$, write
\begin{equation}
u=\frac{P(r)}{r}\frac{\chi}{\sqrt{4\pi}},\qquad
l=-i\frac{Q(r)}{r}\sigma_r\frac{\chi}{\sqrt{4\pi}},
\end{equation}
where $\chi$ is a spinor with projection $m=\pm\frac12$ and $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$. Normalization requires $\int_0^\infty(P^2+Q^2)\,dr=1$.

The radial equations follow from two derivatives. Since $\nabla f=\hat{\mathbf r}f'$, one has $\boldsymbol\sigma\cdot\mathbf p\,f\chi=-i\sigma_rf'\chi$. Since $\hat{\mathbf r}h(r)$ has no curl, $\boldsymbol\sigma\cdot\mathbf p\,\sigma_rh\chi=-i(h'+2h/r)\chi$. Inserting $f=P/r$ and $h=Q/r$ in (\ref{dirac}) gives
\begin{align}
P'&=\frac Pr+\left(2c+\frac{\varepsilon-V}{c}\right)Q,\nonumber\\
Q'&=-\frac Qr-\frac{\varepsilon-V}{c}P.
\label{radial}
\end{align}

\paragraph{Lemma 1.} For this state
\begin{equation}
g=-\frac{8}{3\alpha}\int_0^\infty rPQ\,dr.
\label{gpq}
\end{equation}

\paragraph{Proof.} The perturbation is $c\,\boldsymbol\sigma\cdot\mathbf A$ between upper and lower components. It commutes with $J_z$, so the two degenerate states $m=\pm\frac12$ do not mix. Here $\mathbf A=\frac12Br\sin\theta\,\hat{\boldsymbol\phi}$. Because $\hat{\boldsymbol\phi}\cdot\hat{\mathbf r}=0$ and $\hat{\boldsymbol\phi}\times\hat{\mathbf r}=\hat{\boldsymbol\theta}$, the matrix product is $\sigma_\phi\sigma_r=i\sigma_\theta$. Hence
\begin{equation}
\boldsymbol\sigma\cdot\mathbf A\,l
=\tfrac12B\sin\theta\,Q\,\sigma_\theta\frac{\chi}{\sqrt{4\pi}}.
\end{equation}
Also $\chi^\dagger\sigma_\theta\chi=2m\,\hat{\boldsymbol\theta}\cdot\hat{\mathbf z}=-2m\sin\theta$. The complex-conjugate contribution doubles the result:
\begin{align}
\Delta E&=2c\int_0^\infty r^2dr\int\frac{d\Omega}{4\pi}\,
\frac Pr\,\frac{BQ\sin\theta}{2}(-2m\sin\theta)\nonumber\\
&=-2mcB\,\frac23\int_0^\infty rPQ\,dr,
\end{align}
because $\sin^2\theta$ has angular average $2/3$. Equating this to $\frac12gBm$ proves (\ref{gpq}).

\subsection{Proof of Theorem 1}

For $V=-Z/r$, try $P=Nr^\gamma e^{-\lambda r}$ and $Q=qP$ with constant $q$. Then $P'/P=\gamma/r-\lambda$. The $1/r$ terms of the two equations in (\ref{radial}) give
\begin{equation}
\gamma-1=Z\alpha q,\qquad (\gamma+1)q=-Z\alpha.
\end{equation}
Eliminating $q$ yields $\gamma^2=1-Z^2\alpha^2$ and $q=-(1-\gamma)/(Z\alpha)$. The positive root is taken. The negative one is not normalizable at small $Z\alpha$, and where it becomes normalizable it does not continue the regular 1s state.

The constant terms give $-\lambda=(2c+\varepsilon/c)q$ and $\varepsilon/c=q\lambda$. Combining them gives $\lambda(1+q^2)=-2cq$. Furthermore,
\begin{equation}
q^2=\frac{(1-\gamma)^2}{(1-\gamma)(1+\gamma)}
=\frac{1-\gamma}{1+\gamma},\qquad
1+q^2=\frac2{1+\gamma}.
\end{equation}
Thus $\lambda=-cq(1+\gamma)=c(1-\gamma^2)/(Z\alpha)=Z$ and $\varepsilon=-c^2(1-\gamma)$. The function has no node and becomes the usual 1s function as $\alpha\to0$.

Normalization gives $\int P^2dr=1/(1+q^2)=(1+\gamma)/2$. The radial ratio is
\begin{equation}
\frac{\int rP^2dr}{\int P^2dr}
=\frac{\Gamma(2\gamma+2)}{2Z\,\Gamma(2\gamma+1)}
=\frac{2\gamma+1}{2Z}.
\end{equation}
Lemma 1 now gives
\begin{align}
g&=-\frac{8q}{3\alpha}\,\frac{(1+\gamma)(2\gamma+1)}{4Z}\nonumber\\
&=\frac{8(1-\gamma)(1+\gamma)(2\gamma+1)}{12Z^2\alpha^2}
=\frac{2(1+2\gamma)}3,
\end{align}
since $(1-\gamma)(1+\gamma)=Z^2\alpha^2$. This proves the theorem.

With $x=Z^2\alpha^2$ and $\gamma=1-x/2-x^2/8+O(x^3)$,
\begin{equation}
g=2-\frac23Z^2\alpha^2-\frac16Z^4\alpha^4+O(Z^6\alpha^6).
\label{expansion}
\end{equation}
At $Z=10$ the formula gives 1.996445 and the expansion through $\alpha^2$ gives 1.996450. At $Z=80$ the corresponding values are 1.7492 and 1.7728, so the leading correction no longer suffices. As $Z\alpha\to1$ within the point-nucleus model, $g$ tends to $2/3$. A direct numerical solution of (\ref{radial}) at $Z=80$ tests the closed formula.

\subsection{Reduction to order $\alpha^2$}

A many-electron treatment needs the same correction as an operator between nonrelativistic states. Let $\Pi=\boldsymbol\sigma\cdot\boldsymbol\pi$. The second line of (\ref{dirac}) gives, to the required order,
\begin{equation}
l=\frac{\alpha}{2}\left[1-\frac{\alpha^2}{4}\,2(\varepsilon-V)\right]\Pi u.
\end{equation}
Substitution into the first line gives
\begin{equation}
\varepsilon u=\left[V+\frac{\Pi^2}{2}
-\frac{\alpha^2}{4}\Pi(\varepsilon-V)\Pi\right]u.
\label{elim}
\end{equation}
The norm is $\langle u|1+\alpha^2\Pi^2/4|u\rangle$. A function with the ordinary norm is therefore $\Phi=(1+\alpha^2\Pi^2/8)u$. Put $u=(1-\alpha^2\Pi^2/8)\Phi$ in (\ref{elim}) and multiply from the left by the same factor. The terms $-\alpha^2\varepsilon\Pi^2/4$ on the two sides cancel, leaving
\begin{align}
H&=V+\frac{\Pi^2}{2}-\frac{\alpha^2}{8}\Pi^4
-\frac{\alpha^2}{8}\left(\Pi^2V+V\Pi^2-2\Pi V\Pi\right)\nonumber\\
&=V+\frac{\Pi^2}{2}-\frac{\alpha^2}{8}\Pi^4
-\frac{\alpha^2}{8}[\Pi,[\Pi,V]].
\label{reduced}
\end{align}

With $\mathbf G=\nabla V$, the inner commutator is $-i\boldsymbol\sigma\cdot\mathbf G$. The outer one is
\begin{align}
[\Pi,-i\boldsymbol\sigma\cdot\mathbf G]
&=-i\left[\boldsymbol\pi\cdot\mathbf G-\mathbf G\cdot\boldsymbol\pi
+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\mathbf G-\mathbf G\times\boldsymbol\pi)\right]\nonumber\\
&=-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi).
\end{align}
The second line uses $\boldsymbol\pi\cdot\mathbf G-\mathbf G\cdot\boldsymbol\pi=-i\nabla\cdot\mathbf G$ and, because $\nabla\times\mathbf G=0$, $\boldsymbol\pi\times\mathbf G=-\mathbf G\times\boldsymbol\pi$. With $\mathbf s=\boldsymbol\sigma/2$, the last term of (\ref{reduced}) contains the spin-orbit coupling
\begin{equation}
H_{\rm so}=\frac{\alpha^2}{2}\,\mathbf s\cdot(\nabla V\times\boldsymbol\pi).
\label{so}
\end{equation}

Next, $\boldsymbol\pi\times\boldsymbol\pi=-i\mathbf B$ gives $\Pi^2=\pi^2+2\mathbf s\cdot\mathbf B$. The part of $\pi^2$ linear in $\mathbf B$ is $\mathbf B\cdot\mathbf L$. Since $p^2$ commutes with $\mathbf L$ and $\mathbf s$, the linear terms from $\Pi^2/2$ and $\Pi^4$ are
\begin{equation}
\tfrac12\mathbf B\cdot(\mathbf L+2\mathbf s)
-\frac{\alpha^2}{4}p^2\mathbf B\cdot\mathbf L
-\alpha^2\frac{p^2}{2}\,\mathbf s\cdot\mathbf B.
\label{kin}
\end{equation}
The last term is the kinetic correction: motion reduces the coupling of the spin to the field. The term with $\mathbf A$ in (\ref{so}) is the diamagnetic correction. The field gives the electron the additional velocity $\mathbf A$, and this velocity in the electric field $\nabla V$ acts on the spin.

\subsection{Averages in an S state}

\paragraph{Lemma 2.} Let an $N$-electron state have $L=0$. In an expectation value, an orbital tensor $T^{ab}$ multiplying the spin component $s_i^a$ and $B^b$ may be replaced by $\delta^{ab}\sum_cT^{cc}/3$. An orbital vector may be replaced by zero.

\paragraph{Proof.} A common rotation of all electron positions leaves the state unchanged. The expectation value may therefore be averaged over all such rotations with the spins held fixed. The average of a second-rank tensor is its trace times $\delta^{ab}/3$, and that of a vector is zero.

For one electron in a central potential,
\begin{equation}
\nabla V\times\mathbf A
=\frac{rV'}2\left[\mathbf B-\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf B)\right]
\longrightarrow\frac{rV'}3\mathbf B.
\end{equation}
Equation (\ref{so}) thus contributes $\alpha^2rV'\,\mathbf s\cdot\mathbf B/6$.

The field-free corrections of order $\alpha^2$ could also combine with the Zeeman operator in second-order perturbation theory. They do not, because
\begin{equation}
\tfrac12B(L_z+2s_z)|0,m\rangle=Bm|0,m\rangle
\end{equation}
has no component along any other state. With $T=\langle p^2/2\rangle$, the g factor is therefore
\begin{equation}
g=2+2\alpha^2\left[-T+\tfrac16\langle rV'\rangle\right]+O(\alpha^4).
\label{oneoperator}
\end{equation}
In a stationary state $\langle i[H_0,\mathbf r\cdot\mathbf p]\rangle=0$, where $H_0=p^2/2+V$. Evaluating the commutator gives the virial relation $2T=\langle rV'\rangle$, and hence
\begin{equation}
g=2-\tfrac43\alpha^2T+O(\alpha^4).
\label{central}
\end{equation}
For a hydrogenic 1s state, $T=Z^2/2$. The kinetic contribution is $-Z^2\alpha^2$ and the diamagnetic one is $+Z^2\alpha^2/3$. Their sum is the leading correction in (\ref{expansion}).

\section{Many electrons: pair terms and worked atoms}

\subsection{Symbols and results carried over}

Atomic units with $\mu_B=1/2$ remain in use, with $\mathbf A_i=\frac12\mathbf B\times\mathbf r_i$ and $\boldsymbol\pi_i=\mathbf p_i+\mathbf A_i$. The first half established three results. The kinetic correction for electron $i$ is $-\alpha^2(p_i^2/2)\mathbf s_i\cdot\mathbf B$. The spin-orbit coupling is $(\alpha^2/2)\mathbf s_i\cdot(\nabla_iV\times\boldsymbol\pi_i)$. In an $L=0$ state, Lemma 2 replaces an orbital tensor by one third of its trace and an orbital vector by zero. One electron in a central potential then has $g=2-\frac43\alpha^2T$ through order $\alpha^2$.

\subsection{Statement for an S state}

Let $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, let $\mathbf S=\sum_i\mathbf s_i$ have quantum number $S$, and let $M\neq0$ be its projection. The nonrelativistic level is assumed isolated apart from its $2S+1$ spin states.

\paragraph{Theorem 2.} For an $N$-electron state with $L=0$, through order $\alpha^2$,
\begin{equation}
g=2+2\alpha^2K,
\end{equation}
where
\begin{align}
K=\frac1M\Big\langle\sum_is_{iz}\Big[&-\frac{p_i^2}{2}+\frac{Z}{6r_i}\nonumber\\
&+\sum_{j\ne i}\frac{\mathbf r_{ij}\cdot(2\mathbf r_j-\mathbf r_i)}{6r_{ij}^3}\Big]\Big\rangle.
\label{main}
\end{align}
The average is taken in the nonrelativistic eigenstate. The first term is kinetic, and the other terms are diamagnetic.

\subsection{The magnetic coupling between electrons}

The reduction (\ref{reduced}) is applied to each electron, with
\begin{equation}
V=-\sum_i\frac Z{r_i}+\sum_{i<j}\frac1{r_{ij}}.
\end{equation}
The Coulomb repulsion does not mix upper and lower components. Each lower component is smaller than the upper one by a factor of order $\alpha$, so a matrix element of $1/r_{ij}$ with one electron in its lower component is of order $\alpha^2$ and is kept, while one with both electrons in their lower components is of order $\alpha^4$ and is dropped. Since $\nabla_i(1/r_{ij})=-\mathbf r_{ij}/r_{ij}^3$, the own-orbit coupling of electron $i$ due to electron $j$ is
\begin{equation}
-\frac{\alpha^2}{2r_{ij}^3}\,\mathbf s_i\cdot(\mathbf r_{ij}\times\boldsymbol\pi_i).
\label{own}
\end{equation}

The electrons also interact magnetically. At order $\alpha^2$ this interaction is taken in its instantaneous magnetostatic form, which is the leading form of the Breit interaction for the coupling of a spin to an orbital current. The spin moment of electron $i$ is $-\mathbf s_i$, because its energy in a field is $+\mathbf s_i\cdot\mathbf B$. At electron $j$ it produces the vector potential
\begin{equation}
\mathbf a_j=\alpha^2\frac{(-\mathbf s_i)\times(\mathbf r_j-\mathbf r_i)}{r_{ij}^3}
=\alpha^2\frac{\mathbf s_i\times\mathbf r_{ij}}{r_{ij}^3}.
\end{equation}
The part of $\frac12(\boldsymbol\pi_j+\mathbf a_j)^2$ linear in $\mathbf a_j$ is $\mathbf a_j\cdot\boldsymbol\pi_j$, because $\nabla_j\cdot\mathbf a_j=0$. Cyclic permutation gives the spin-other-orbit coupling
\begin{equation}
\frac{\alpha^2}{r_{ij}^3}\,\mathbf s_i\cdot(\mathbf r_{ij}\times\boldsymbol\pi_j).
\label{other}
\end{equation}
The sign can be traced in the reverse direction. An electron of charge $-1$ and velocity $\boldsymbol\pi_j$ produces at $\mathbf r_i$ the field $\alpha^2\mathbf r_{ij}\times\boldsymbol\pi_j/r_{ij}^3$, whose coupling to the spin $\mathbf s_i$ is again (\ref{other}). This is the same mutual energy, so it is counted once for each ordered pair.

This part has proved Breit's formula for one 1s electron, recovered its leading correction from operators of order $\alpha^2$, and derived the spin-orbit couplings between electrons. It remains to prove Theorem 2 from these couplings and to apply it to lithium and to helium with parallel spins.

All numerical values are calculated from the stated model.
